# Valence-band edges of a cubic crystal under biaxial (001) strain: test program

```python
"""
Zone-centre valence levels of a cubic crystal under biaxial (001) strain.

Result under test (electron energies from the unstrained j=3/2 edge):
    E_HH = P + Q
    E_LH = P + (-Q - D + R)/2
    E_SO = P + (-Q - D - R)/2
    P = a_v (2 e_par + e_perp),  Q = b (e_par - e_perp)
    R = sqrt(D^2 - 2 D Q + 9 Q^2)
D is the spin-orbit splitting, a_v and b are deformation potentials,
e_par and e_perp are the in-plane and out-of-plane strains (tension > 0).
The reference side diagonalises a 6x6 matrix in the basis (X,Y,Z) x spin.
Energies are in eV inside the program.
"""
from itertools import permutations, product
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

# Rough typical germanium parameters
D0, B0, AV0 = 0.29, -2.3, 1.2
AC_GAMMA, AC_L = -8.2, -1.5
GAP_GAMMA, GAP_L = 0.80, 0.66
C11, C12 = 129.0, 48.0
TEMPERATURE = 300.0
THICKNESS_NM, MASS_Z = 50.0, 0.04
GAP_SLOPE_T, HEATING = -0.0004, 50.0

# Orbital and spin operators
L = np.zeros((3, 3, 3), complex)
for i, j, k in permutations(range(3)):
    L[i, j, k] = -1j * np.linalg.det(np.eye(3)[[i, j, k]])
S = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                    [[1, 0], [0, -1]]], complex)
L_DOT_S = sum(np.kron(L[i], S[i]) for i in range(3))
JZ = np.kron(L[2], np.eye(2)) + np.kron(np.eye(3), S[2])
Z_PROJECTOR = np.kron(np.diag([0, 0, 1]), np.eye(2))

# Coupled angular-momentum states
up, down = np.array([1, 0]), np.array([0, 1])
m_plus = -np.array([1, 1j, 0]) / np.sqrt(2)
m_zero = np.array([0, 0, 1])
m_minus = np.array([1, -1j, 0]) / np.sqrt(2)
hh_states = np.column_stack([np.kron(m_plus, up), np.kron(m_minus, down)])
lh_half = (np.sqrt(2/3) * np.kron(m_zero, up)
           + np.sqrt(1/3) * np.kron(m_plus, down))
so_half = (-np.sqrt(1/3) * np.kron(m_zero, up)
           + np.sqrt(2/3) * np.kron(m_plus, down))
half_states = np.column_stack([lh_half, so_half])


def strain_matrix(strains, a_v=AV0, b=B0):
    strains = np.asarray(strains)
    trace = strains.sum()
    return np.diag(a_v * trace + b * (3 * strains - trace))


def six_band(strains, delta=D0):
    return (np.kron(strain_matrix(strains), np.eye(2))
            + 2 * delta / 3 * L_DOT_S - delta / 3 * np.eye(6))


def numeric_levels(strains, delta=D0):
    """HH, LH, SO energies and Z-orbital weight of LH, by diagonalisation."""
    energy, vectors = np.linalg.eigh(six_band(strains, delta))
    hh_weight = np.sum(abs(hh_states.conj().T @ vectors)**2, axis=0)
    order = np.argsort(hh_weight)
    hh = energy[order[-2:]].mean()
    rest = np.sort(order[:4])
    top = vectors[:, rest[2:]]
    z_weight = np.trace(top.conj().T @ Z_PROJECTOR @ top).real / 2
    return hh, energy[rest[2:]].mean(), energy[rest[:2]].mean(), z_weight


def traceless(q):
    """Biaxial strain with P = 0 and Q = q."""
    return np.array([1, 1, -2]) * q / (3 * B0)


def formula(e_par, e_perp, delta=D0, b=B0, a_v=AV0):
    p = a_v * (2 * e_par + e_perp)
    q = b * (e_par - e_perp)
    r = np.sqrt(delta**2 - 2 * delta * q + 9 * q**2)
    return (p, q, r, p + q, p + (-q - delta + r) / 2,
            p + (-q - delta - r) / 2)


rng = np.random.default_rng(7)

# Cubic symmetry: average an arbitrary linear strain coupling over 48 operations
raw = rng.normal(size=(3, 3, 3, 3))
raw = raw + raw.transpose(1, 0, 2, 3)
raw = raw + raw.transpose(0, 1, 3, 2)
operations = [np.diag(s) @ np.eye(3)[list(p)]
              for p in permutations(range(3))
              for s in product((1, -1), repeat=3)]
coupling = sum(np.einsum('ia,jb,kc,ld,abcd->ijkl', g, g, g, g, raw)
               for g in operations) / len(operations)
c_same, c_other = coupling[0, 0, 0, 0], coupling[0, 0, 1, 1]
c_shear = 2 * coupling[0, 1, 0, 1]
tensor = rng.normal(size=(3, 3))
tensor = tensor + tensor.T
direct = np.einsum('ijkl,kl->ij', coupling, tensor)
expected = strain_matrix(np.diag(tensor), (c_same + 2*c_other)/3,
                         (c_same - c_other)/3)
expected = expected + c_shear * (tensor - np.diag(np.diag(tensor)))
assert np.allclose(direct, expected, atol=1e-12)

# Free faces: minimise the elastic energy over the out-of-plane strain
def elastic_energy(z, x=1.0):
    return C11/2 * (2*x*x + z*z) + C12 * (x*x + 2*x*z)

relaxed = minimize_scalar(elastic_energy).x
RATIO = -2 * C12 / C11
assert abs(relaxed - RATIO) < 1e-6

# Conserved Jz, isolated heavy hole, and the two-state block
for q in (-0.2, 0.07, 0.3):
    h = six_band(traceless(q))
    assert np.allclose(h @ JZ, JZ @ h, atol=1e-13)
    assert np.allclose(h @ hh_states, q * hh_states, atol=1e-13)
    block = half_states.conj().T @ h @ half_states
    assert np.allclose(block, [[-q, np.sqrt(2)*q], [np.sqrt(2)*q, -D0]],
                       atol=1e-13)

# Closed levels against diagonalisation for random strains and splittings
largest_error = 0.0
for _ in range(200):
    x, z = rng.uniform(-0.08, 0.08, 2)
    delta = rng.uniform(0.03, 0.8)
    found = numeric_levels([x, x, z], delta)
    p, q, r, hh, lh, so = formula(x, z, delta)
    largest_error = max(largest_error,
                        np.max(abs(np.array(found[:3]) - [hh, lh, so])))
    assert np.sign(found[0] - found[1]) == np.sign(q)
    weight = (1 + (delta - 9*q) / (3*r)) / 2
    assert abs(found[3] - weight) < 1e-9
assert largest_error < 1e-12

# Curvature at zero strain: none for HH, opposite for LH and SO
step = 1e-3 * D0
plus = np.array(numeric_levels(traceless(step))[:3])
minus = np.array(numeric_levels(traceless(-step))[:3])
curvature = (plus + minus - 2*np.array([0, 0, -D0])) / step**2
assert np.allclose(curvature * D0, [0, 4, -4], atol=1e-4)

# The remainder after the cubic terms must fall as the fourth power
def series_remainders(x):
    found = numeric_levels(traceless(x * D0))
    return np.array([found[1]/D0 - (-x + 2*x**2 + 2*x**3),
                     found[2]/D0 - (-1 - 2*x**2 - 2*x**3)])

remainder_ratio = series_remainders(0.004) / series_remainders(0.002)
assert np.all(abs(remainder_ratio - 16) < 0.4)

# Complex strain at which LH and SO meet limits the series
meeting_q = D0 * (1 + 1j*np.sqrt(8)) / 9
meeting = np.linalg.eigvals(half_states.conj().T
                           @ six_band(traceless(meeting_q)) @ half_states)
assert abs(meeting[0] - meeting[1]) < 1e-6
assert abs(abs(meeting_q) - D0/3) < 1e-14

# Slope from orbital weight, against a finite difference
for q in (-0.15, 0.03, 0.12):
    dq = 1e-5
    slope = (numeric_levels(traceless(q+dq))[1]
             - numeric_levels(traceless(q-dq))[1]) / (2*dq)
    assert abs(slope - (1 - 3*numeric_levels(traceless(q))[3])) < 1e-7

# Turning point and large-strain limits
turn = minimize_scalar(lambda x: numeric_levels(traceless(x*D0))[1] / D0,
                       bounds=(0.05, 0.6), method='bounded',
                       options={'xatol': 1e-8})
assert abs(turn.x - 2/9) < 1e-5 and abs(turn.fun + 1/9) < 1e-9
big = 1000 * D0
compressed = numeric_levels(traceless(big))
stretched = numeric_levels(traceless(-big))
assert np.allclose(compressed[1:3], [big - 2*D0/3, -2*big - D0/3],
                   rtol=0, atol=1e-3*D0)
assert np.allclose(stretched[1:3], [2*big - D0/3, -big - 2*D0/3],
                   rtol=0, atol=1e-3*D0)

# No spin-orbit coupling: orbital levels are linear
for q in (-0.1, 0.1):
    assert np.allclose(np.linalg.eigvalsh(six_band(traceless(q), 0.0)),
                       np.sort([q, q, q, q, -2*q, -2*q]), atol=1e-13)

# Unequal in-plane strains spoil exact HH linearity, quadratically
def hh_deviation(e_par, fraction):
    strains = e_par * np.array([1 + fraction/2, 1 - fraction/2, RATIO])
    return numeric_levels(strains)[0] - formula(e_par, RATIO*e_par)[3]

assert abs(hh_deviation(0.016, 0.1)) > 1e-6
assert abs(hh_deviation(0.016, 0.1)/hh_deviation(0.016, 0.05) - 4) < 0.1


def lh_gap(x, z, b=B0, a_v=AV0, a_c=AC_GAMMA):
    return GAP_GAMMA + a_c*(2*x + z) - formula(x, z, b=b, a_v=a_v)[4]


def wavelength_nm(energy):
    return const.h * const.c / (energy * const.e) * 1e9


print("Germanium, rough typical parameters")
print(f"spin-orbit splitting = {D0*1e3:.0f} meV")
print(f"b = {B0:.1f} eV, a_v = {AV0:.1f} eV")
print(f"a_c: Gamma = {AC_GAMMA:.1f} eV, L = {AC_L:.1f} eV")
print(f"unstrained gaps: Gamma = {GAP_GAMMA:.2f} eV, L = {GAP_L:.2f} eV")
print(f"unstrained direct-gap wavelength = {wavelength_nm(GAP_GAMMA):.0f} nm")
print(f"C11 = {C11:.0f} GPa, C12 = {C12:.0f} GPa")
print(f"e_perp/e_par = {RATIO:.4f}")
print(f"temperature = {TEMPERATURE:.0f} K")
for e_par in (-0.016, 0.002, 0.016):
    e_perp = RATIO * e_par
    p, q, r, hh, lh, so = formula(e_par, e_perp)
    trace = 2*e_par + e_perp
    gap_hh = GAP_GAMMA + AC_GAMMA*trace - hh
    gap_lh = GAP_GAMMA + AC_GAMMA*trace - lh
    z_weight = numeric_levels([e_par, e_par, e_perp])[3]
    print(f"--- e_par = {e_par*100:+.1f} % ---")
    print(f"e_perp = {e_perp*100:+.3f} %, trace = {trace*100:+.3f} %")
    print(f"P = {p*1e3:+.2f}, Q = {q*1e3:+.2f}, R = {r*1e3:.2f} meV")
    print(f"shifts HH = {hh*1e3:+.2f}, LH = {lh*1e3:+.2f}, "
          f"SO = {(so+D0)*1e3:+.2f} meV")
    print(f"linear LH rule P-Q = {(p-q)*1e3:+.2f} meV, "
          f"true minus rule = {(lh-p+q)*1e3:+.2f} meV")
    print(f"HH minus LH = {(hh-lh)*1e3:+.2f} meV")
    print(f"Z-orbital weight of LH = {z_weight:.4f}")
    print(f"direct gap to HH = {gap_hh:.4f} eV, to LH = {gap_lh:.4f} eV")
    print(f"smallest direct-gap wavelength = "
          f"{wavelength_nm(min(gap_hh, gap_lh)):.0f} nm")

turn_strain = 2*D0/9 / (B0*(1-RATIO))
print("--- Characteristic values ---")
print(f"LH turning point: Q = {turn.x*D0*1e3:.2f} meV, "
      f"E_LH-P = {turn.fun*D0*1e3:.2f} meV")
print(f"in-plane strain giving that Q = {turn_strain*100:.3f} %")
print(f"series limit |Q| = {abs(meeting_q)*1e3:.2f} meV")
print(f"HH-LH saturation in compression = "
      f"{(compressed[0]-compressed[1])*1e3:.1f} meV")

# Size the main omissions for the stretched membrane
x = 0.016
z = RATIO * x
trace = 2*x + z
base_gap = lh_gap(x, z)
thermal = const.k * TEMPERATURE / const.e
splitting = formula(x, z)[4] - formula(x, z)[3]
nonuniform = lh_gap(x+0.001, RATIO*(x+0.001)) - base_gap
b_change = lh_gap(x, z, b=1.1*B0) - base_gap
a_change = lh_gap(x, z, a_c=1.1*AC_GAMMA) - base_gap
finite_strain = lh_gap(x+x*x/2, z+z*z/2) - base_gap
confinement = 2 * (const.hbar*np.pi/(THICKNESS_NM*1e-9))**2 / (
    2*MASS_Z*const.m_e*const.e)
new_levels = formula(x, z, delta=D0*(1-trace))
spin_orbit_change = new_levels[4] - new_levels[3] - splitting
l_offset = GAP_L - GAP_GAMMA + (AC_L-AC_GAMMA)*trace
print("--- Omissions at +1.6 %, rough sizes ---")
print(f"gap change for +0.1 % extra strain = {nonuniform*1e3:+.1f} meV")
print(f"gap change for {HEATING:.0f} K heating at {GAP_SLOPE_T*1e3:.1f} meV/K"
      f" = {GAP_SLOPE_T*HEATING*1e3:+.1f} meV")
print(f"gap change, 10 % larger |b| = {b_change*1e3:+.1f} meV")
print(f"gap change, 10 % larger |a_c| = {a_change*1e3:+.1f} meV")
print(f"confinement, {THICKNESS_NM:.0f} nm, both masses {MASS_Z:.2f} m_e"
      f" = {confinement*1e3:+.1f} meV")
print(f"gap change using Green strain = {finite_strain*1e3:+.1f} meV")
print(f"LH-HH change if D scales as 1-trace = "
      f"{spin_orbit_change*1e3:+.2f} meV")
print(f"HH change, 10 % in-plane inequality = "
      f"{hh_deviation(x, 0.1)*1e3:+.3f} meV")
print(f"kT = {thermal*1e3:.2f} meV, kT/(LH-HH) = {thermal/splitting:.3f}")
print(f"HH/LH edge Boltzmann factor = {np.exp(-splitting/thermal):.2e}")
print(f"L minus Gamma conduction edge = {l_offset*1e3:+.1f} meV")
print("verified")
```

Running it gives:

```
Germanium, rough typical parameters
spin-orbit splitting = 290 meV
b = -2.3 eV, a_v = 1.2 eV
a_c: Gamma = -8.2 eV, L = -1.5 eV
unstrained gaps: Gamma = 0.80 eV, L = 0.66 eV
unstrained direct-gap wavelength = 1550 nm
C11 = 129 GPa, C12 = 48 GPa
e_perp/e_par = -0.7442
temperature = 300 K
--- e_par = -1.6 % ---
e_perp = +1.191 %, trace = -2.009 %
P = -24.11, Q = +64.19, R = 289.74 meV
shifts HH = +40.07, LH = -56.33, SO = -56.08 meV
linear LH rule P-Q = -88.30 meV, true minus rule = +31.96 meV
HH minus LH = +96.41 meV
Z-orbital weight of LH = 0.3345
direct gap to HH = 0.9247 eV, to LH = 1.0211 eV
smallest direct-gap wavelength = 1341 nm
--- e_par = +0.2 % ---
e_perp = -0.149 %, trace = +0.251 %
P = +3.01, Q = -8.02, R = 298.89 meV
shifts HH = -5.01, LH = +11.47, SO = +2.58 meV
linear LH rule P-Q = +11.04 meV, true minus rule = +0.43 meV
HH minus LH = -16.48 meV
Z-orbital weight of LH = 0.7020
direct gap to HH = 0.7844 eV, to LH = 0.7679 eV
smallest direct-gap wavelength = 1615 nm
--- e_par = +1.6 % ---
e_perp = -1.191 %, trace = +2.009 %
P = +24.11, Q = -64.19, R = 398.00 meV
shifts HH = -40.07, LH = +110.21, SO = +2.20 meV
linear LH rule P-Q = +88.30 meV, true minus rule = +21.91 meV
HH minus LH = -150.28 meV
Z-orbital weight of LH = 0.8633
direct gap to HH = 0.6753 eV, to LH = 0.5250 eV
smallest direct-gap wavelength = 2361 nm
--- Characteristic values ---
LH turning point: Q = 64.44 meV, E_LH-P = -32.22 meV
in-plane strain giving that Q = -1.606 %
series limit |Q| = 96.67 meV
HH-LH saturation in compression = 193.3 meV
--- Omissions at +1.6 %, rough sizes ---
gap change for +0.1 % extra strain = -18.2 meV
gap change for 50 K heating at -0.4 meV/K = -20.0 meV
gap change, 10 % larger |b| = -10.3 meV
gap change, 10 % larger |a_c| = -16.5 meV
confinement, 50 nm, both masses 0.04 m_e = +7.5 meV
gap change using Green strain = -3.3 meV
LH-HH change if D scales as 1-trace = +0.33 meV
HH change, 10 % in-plane inequality = +0.078 meV
kT = 25.85 meV, kT/(LH-HH) = 0.172
HH/LH edge Boltzmann factor = 2.99e-03
L minus Gamma conduction edge = -5.4 meV
verified
```
